Choosing the Gaussian width in double-delta sums for phonon linewidths, part 2

Phonon linewidths use a k-grid sum of two delta functions, each replaced by a normalised Gaussian δσ of standard deviation σ. Which σ can be trusted? With ħ = 1, lattice constant 1, one band ε_k, constant coupling g and sums per spin, the N×N×N grid gives

X_N(q,σ) = N⁻³ Σ_k δσ(ε_k − E) δσ(ε_{k+q} − E).

E is the Fermi energy (μ when fixed by filling), D the density of states per spin at E, Φ the cumulative normal distribution. Xσ is the limit N → ∞ of X_N, X0 the limit σ → 0 of Xσ. With J(ε,ε′) = ⟨δ(ε − ε_k) δ(ε′ − ε_{k+q})⟩ (zone average), a = ε − E, b = ε′ − E, Ē = (ε+ε′)/2 and w = ε′ − ε,

δσ(a) δσ(b) = δ_{√2σ}(w) δ_{σ/√2}(Ē − E).

For phonon frequency ω the half width γ and coupling are

γ_q = 2π g² ∫_{E−ω}^{E} J(ε, ε+ω) dε ≈ 2π ω g² X0,

λ_q = 2g²X0/(Dω).

Model: ε_k = −2t(cos k_x + cos k_y + cos k_z), q = (q,0,0), W = 4t sin(q/2), c = cos(q/2). For |w| < W (J = 0 beyond),

J(Ē,w) = Σ± D2(Ē ± 2tc√(1 − w²/W²)) / (2π √(W² − w²)),

with D2(x) = K(m = 1 − x²/16t²)/(2π²t) the square-lattice density of states (K elliptic, band edge −4t, step 1/(4πt)). The Bessel integral is

Xσ = ∬ dτ dτ′/(2π)² cos E(τ+τ′) e^{−σ²(τ²+τ′²)/2} Π_i J0(2t|τ + τ′e^{iq_i}|).

Example: t = 1 eV, E = −3 eV, q = π/2, ω = 0.05 eV, g = 0.2 eV; hence x ≡ E + 2tc = −1.5858 eV, D2(x) = 0.11994 eV⁻¹, D = 0.07378 eV⁻¹, X0 = 0.006749 eV⁻². The second sheet, at E − 2tc, is empty.

The x term of the grid error,

δX/X = 2 Σ_{m≥1} cos(mNq/2) exp[−(mNσ/W)²],

is below 1 % for Nσ > W√(ln 200) = 6.5 eV; y and z terms decay on the scale 2v/N, v being a band velocity. N = 16 has a false maximum at σ = 0.0551 eV.

**The upper bound: drift**

For N = ∞, expand J(Ē,w) about (E,0) under the two Gaussians. Odd terms and the mixed term average to zero. The variances are 2σ² for w and σ²/2 for Ē, and each enters with the Taylor factor 1/2:

Xσ = X0 + C2 σ² + O(σ⁴), C2 = ∂_w²J + ¼ ∂_Ē²J.

In the model, near w = 0, 1/√(W² − w²) = (1/W)(1 + w²/2W²) and the argument of D2 is Ē ± 2tc(1 − w²/2W²). The coefficient of w²/2 is then (D2 ∓ 2tc D2′)/(2πW³) for each sheet, and ∂_Ē²J = ΣD2″/(2πW). With one sheet,

C2/X0 = (1 − 2tc D2′/D2)/W² + D2″/(4D2).

Central differences of D2 at x give D2′ = 0.02943 eV⁻² and D2″ = 0.02053 eV⁻³. The first term is (1 − 1.4142 × 0.02943/0.11994)/8 = 0.0816 eV⁻², the second is 0.02053/(4 × 0.11994) = 0.0428 eV⁻², and C2/X0 = 0.1244 eV⁻². Extrapolating (Xσ − X0)/σ² from the Bessel integral at σ = 0.05 and 0.1 eV linearly in σ² also gives 0.1244 eV⁻².

The same derivatives measure the error of the double-delta form itself. The golden-rule integral has w = ω and Ē spread uniformly over a range ω, of variance ω²/12, so its ratio to ωX0 is 1 + ω²[∂_w²J/2 + ∂_Ē²J/24]/X0 = 1 + 0.0025 × (0.0408 + 0.0071) = 1.00012. Direct quadrature of J gives the same figure. At this q the double delta is an excellent approximation, and the smearing is the larger error.

The series in σ² misses contributions from structure at a finite distance from E. The second sheet, empty at σ = 0, is reached by the Gaussian of width σ/√2 in Ē. Treating D2 as a step of height 1/(4πt) at a distance Δ = 0.4142 eV, the weight beyond the step is ½ erfc(Δ/σ), so the sheet adds about ½ erfc(Δ/σ)/(4πt D2(x)) relative to X0. This has no expansion in powers of σ. Xσ exceeds X0 by 1 % at σ_hi = 0.224 eV. The C2 term supplies 0.0062 of this 0.01, the step estimate supplies about 0.003, and the rest, about 0.0008, comes from what these two estimates neglect. Most of it, about 0.0007, arises because for w ≠ 0 the argument E − 2tc√(1 − w²/W²) lies closer to the step, which shortens Δ. About 0.0002 comes from terms beyond σ² on the first sheet, and the rise of D2 beyond the step is negligible.

The statement that the sum drifts because D(E) is washed out holds exactly for the average over q. Averaging over q makes k+q independent of k, so the two factors decouple:

⟨Xσ⟩_q = Dσ², Dσ = ∫ D(ε) δσ(ε − E) dε.

With constant g and ω, and with Dσ in the denominator of λ_q, the averaged coupling is 2g²Dσ/ω and drifts exactly as Dσ does. At σ = 0.5 eV, averaging the Bessel integral over a q grid with 20 points per direction gives 0.0059264 eV⁻², and Dσ² from a 128³ k grid gives the same number. At fixed E, Dσ = D + σ²D″/2 to leading order. At fixed filling the Fermi level moves too. Writing Φ((μ − ε)/σ) as the Gaussian average of a sharp step gives n = n0(μ) + σ²D′/2, where n0 is the unsmeared count with dn0/dμ = D. Holding n fixed requires DΔμ + σ²D′/2 = 0, so

Δμ = −σ²D′/(2D), Dσ(μ) = D + (σ²/2)(D″ − D′²/D).

With D′ = 0.03194 eV⁻² and D″ = 0.01971 eV⁻³ from central differences, Δμ/σ² = −0.2164 eV⁻¹, and the relative drift of Dσ per σ² is 0.1336 eV⁻² at fixed E and 0.1336 − 0.0937 = 0.0399 eV⁻² at fixed filling. Sums on the 128³ grid at σ = 0.1 and 0.15 eV, extrapolated in σ², give −0.2164, 0.1335 and 0.0398. "Washed out" here means an increase, because D is convex at E. At σ = 0.5 eV the ratio Dσ/D is 1.0435 against 1.033 from the σ² law. The saddle point at k = (π,0,0), energy −2t, is then only two widths away and the expansion is no longer accurate.

A single q follows J, not D. The coefficient for D² at fixed E is 2 × 0.1336 = 0.267 eV⁻², about twice the 0.124 eV⁻² of the chosen q. At fixed filling X gains the term (D2′/D2)Δμ, and its coefficient becomes 0.1244 − 0.2454 × 0.2164 = 0.071 eV⁻².

Free electrons in three dimensions show the distinction cleanly. With ħ = m = 1 and ν the cosine of the angle between k and q, d³k/(2π)³ = k dε dν/(4π²) and ε′ = ε + kqν + q²/2. The ν integral of the second delta gives 1/(kq) if a root exists, so J = 1/(4π²q) for |k − k′| ≤ q ≤ k + k′ and zero otherwise. J is flat inside this window, all its derivatives vanish, and Xσ has only exponentially small drift as long as the point (E,E) lies many σ inside the window, that is for q neither near 0 nor near 2k_F. D ∝ √ε, on the other hand, has D″/D = −1/(4E²). For k_F = 1, E = 1/2 and σ = 0.06 the σ² law gives a relative drift of D of −σ²/2 = −0.0018, and quadrature gives −0.00183. The relative drift of X at q = k_F from two-dimensional Gauss-Legendre quadrature is at the level of rounding, of order 10⁻¹⁴.

A smearing function with vanishing second moment, such as the Methfessel-Paxton form, removes the σ² terms, since they are proportional to that moment. The grid error is still controlled by Nσ/v, but it can be considerably larger than with a Gaussian of the same σ, because the Fourier transform of such a function falls off more slowly. The lower edge must therefore be determined anew. The non-analytic tails and the 1/σ growth at q = 0 remain.

**The window in numbers**

X_N/X0 on unshifted cubic grids at fixed E:

σ (eV)   N=12    16     24     48     96      ∞
0.04    0.000  2.165  0.473  2.291  1.333  1.000
0.06    0.000  2.760  1.153  1.353  1.037  1.000
0.08    0.000  2.314  1.351  1.092  1.004  1.001
0.10    0.000  1.948  1.396  1.000  1.002  1.001
0.15    0.016  1.550  1.257  0.992  1.003  1.003
0.20    0.158  1.333  1.076  1.006  1.006  1.006
0.30    0.644  1.095  1.029  1.033  1.033  1.033
0.40    0.951  1.091  1.083  1.084  1.084  1.084
0.60    1.214  1.222  1.221  1.221  1.221  1.221

N = 12 has cos(Nq/2) = −1 and approaches from zero. The other grids contain the plane of intersection and mostly overshoot. N = 16 shows the false maximum derived above, and N = 24 has a flatter one near σ = 0.10 eV at 1.40 X0.

Define σ_lo as the smallest σ, on a scan from 0.04 to 0.8 eV in steps of 0.005 eV, from which on |X_N/Xσ − 1| stays below 1 %. The values are 0.580, 0.380, 0.245, 0.155 and 0.075 eV for N = 12, 16, 24, 48 and 96. The products Nσ_lo are 7.0, 6.1, 5.9, 7.4 and 7.2 eV, scattered about the estimate of 6.5 eV from the x term alone, as expected when other terms of either sign are added to it. Over a factor 8 in N the edge falls by a factor 7.7, whereas the mean level spacing falls by 512. With σ_hi = 0.224 eV there is no 1 % window for N = 12, 16 or 24. For N = 48 it runs from 0.155 to 0.224 eV and for N = 96 from 0.075 to 0.224 eV. By this estimate a window opens at about N ≈ 7/0.224 ≈ 30. The oscillating cosines scatter individual grids about this value, so a grid slightly above it can still lack a window.

The table also shows two ways to be misled. At σ = 0.10 eV the N = 48 grid gives 1.000, in agreement with N = 96, yet at 0.15 eV it is 1.1 % below Xσ. The error has passed through zero on its way from positive to negative, so agreement at one σ means little. At σ = 0.60 eV all five grids agree to within 1 % of each other, and all are 21 to 22 % above X0. Agreement between grids over an interval of σ indicates convergence in N, and says nothing about the limit σ → 0. The plateau is the range in which two conditions hold together: the grids agree over an interval of σ, and the common curve is flat there or follows a σ² law that can be extrapolated to zero. That extrapolation removes C2σ² but not a tail of the erfc kind, so it should use the lowest converged σ.

For the physical results, the exact value is

γ = 2π × 0.05 × 0.2² × 0.006749 eV = 0.0848 meV, or γ/h = 20.5 GHz,

λ_q = 2 × 0.2² × 0.006749/(0.07378 × 0.05) = 0.1464.

The N = 96 grid at σ = 0.12 eV gives γ = 0.0850 meV, high by the expected C2σ²/X0 = 0.1244 × 0.0144 = 0.2 %. It gives λ_q = 0.1463 when Dσ at the same σ is used in the denominator. The drifts of X and D nearly cancel in λ_q because the coefficients 0.1244 and 0.1336 happen to be close at this q; no such cancellation holds in general, since the q average 2g²D/ω = 0.1180 drifts with the full coefficient of D.

**Small q: the window closes**

At q = 0 the difference w is zero for every k, so the first factor is the constant δ_{√2σ}(0) = 1/(2√π σ) and the second averages to the density of states smeared with σ/√2. Exactly, for any band,

Xσ(0) = D_{σ/√2} / (2√π σ).

This N → ∞ value diverges as σ → 0, so refining the grid does not cure it. On a fixed grid with no level exactly at E the sum instead drops to zero once σ is far below the distance to the nearest level. For small q, w = q·v to leading order, with v taken at the midpoint k + q/2, and exp(−w²/4σ²) = 1 − w²/4σ² + w⁴/32σ⁴ − … gives

Xσ(q) ≈ Xσ(0) [1 − q²⟨v_x²⟩/4σ² + …],

where ⟨v_x²⟩ is averaged over the shell of width σ/√2. The sum stays at its saturated value until q reaches about σ/v. In the model the mean energy also changes at order q², through c = 1 − q²/8, which adds a q² term free of 1/σ². At σ = 0.2 eV one-dimensional Bessel integrals of the type above give a root-mean-square v_x of 1.4693 eV, a leading coefficient −1.4693²/(4 × 0.04) = −13.49 and a subleading one of −0.013. The N = 96 grid at q = 0.01 gives (X(q)/X(0) − 1)/q² = −13.492. This lies 0.014 above the sum −13.506, which is consistent with the next term, ⟨v_x⁴⟩q²/32σ⁴ = 0.00195⟨v_x⁴⟩. Since ⟨v_x⁴⟩ is at least ⟨v_x²⟩² = 4.7 eV⁴ and, because v_x² ≤ 4t², at most 4t²⟨v_x²⟩ = 8.6 eV⁴, this term is positive and lies between 0.009 and 0.017.

For free electrons the crossover is explicit. With the midpoint momentum p = k + q/2 one has w = pqν and Ē = p²/2 + q²/8, and the measure is p dĒ dν/(4π²). The angular integral is ∫_{−1}^{1} δ_{√2σ}(pqν) dν = erf(pq/2σ)/(pq). For σ ≪ E and q ≪ k_F one may set p = k_F = v inside the error function, and for larger q the error function is 1 anyway, provided q stays well below 2k_F, beyond which the two spheres no longer intersect. In this range

Xσ(q) = erf(vq/2σ) / (4π²q).

For vq ≫ σ this is X0. For vq ≪ σ, erf y ≈ 2y/√π gives v/(4π²√π σ) = D/(2√π σ), since D = k_F/(2π²). At σ = 0.01 and q = 0.002, 0.02, 0.1 and 1 in units of k_F the law gives 1.42436, 1.06729, 0.25330 and 0.02533, and quadrature of the definition gives 1.42432, 1.06723, 0.25330 and 0.02533.

For the lattice model at N = ∞, in eV⁻²:

q       σ=0.1 eV   σ=0.05 eV   X0
0.005   0.2080     0.4141      2.2586
0.02    0.2038     0.3824      0.5646
0.08    0.1514     0.1577      0.1411
0.3     0.0380     0.0376      0.0375
0.8     0.0138     0.0138      0.0138

The saturation values D/(2√π σ) are 0.2081 and 0.4162 eV⁻², and σ/v_x is 0.068 at σ = 0.1 eV. At q = 0.005 halving σ doubles the result, and both values are far below X0. At q = 0.8 the result is independent of σ to the digits shown.

At q = 0.08 the smeared values exceed X0, by 7 % and 12 %, which the error-function law never does. On a sphere v_x is uniformly distributed, which is why J is flat in w. On this lattice J rises with |w| near w = 0 if 2tcD2′/D2 < 1. For small q the argument is x ≈ −t, where the logarithmic form K ≈ ln(16t/|x|) gives 2tD2′/D2 ≈ 2/ln 16, below 1. With W = 0.16 eV this curvature accounts for only about (0.05/0.16)² × 0.3 ≈ 3 % at σ = 0.05 eV. The formula for J shows that it rises much further at larger |w|. The second sheet switches on when E − 2tc√(1 − w²/W²) > −4t, here for |w| > 0.87W, and since D2(E) is nonzero J diverges as 1/√(W² − w²) at |w| = W. The Gaussian in w first samples this rise and only at larger σ/W spills over the end of the support of J, so the result overshoots before it saturates. The curvature term at w = 0 shows that the upper edge shrinks with q. The relative drift is (σ/W)²(1 − 2tcD2′/D2) with W ≈ 2tq, so σ_hi ∝ q at small q. This is the leading term only: it would put the 1 % edge near 0.35 q, while the full Xσ, which also feels the rise of J at larger |w|, gives σ_hi ≈ 0.31 q (in eV) for q = 0.05 and 0.1 and 0.30 q for q = 0.2. The lower edge from the y and z terms, of order 2v/N, does not shrink in proportion to q: on the N = 96 grid σ_lo lies between 0.04 and 0.065 eV at q = 0.05, 0.1, 0.2, 0.4 and 0.8. In this model the grid needed for a given accuracy therefore grows roughly as N ∝ 1/q, up to the slowly varying prefactor, and one σ cannot serve all q.

The saturated value matters in averages over a coarse q grid that contains q = 0. With constant g, the point q = 0 on a grid of N_q points contributes Xσ(0)/N_q, or about 1/(2√π σ D N_q) relative to the exact average D². For N_q = 64 this is 1/(2√π × 0.1 × 0.07378 × 64) = 0.60 at σ = 0.1 eV. With D_{σ/√2} in Xσ(0) the shares are 0.300, 0.598 and 1.195 at σ = 0.2, 0.1 and 0.05 eV. At the smallest width this one point exceeds the whole correct answer. The true weight of the region around q = 0 is finite, because 1/q is integrable in three dimensions, so the growth is an artefact of giving the peak value the weight of a whole cell. It is absent for a mode whose coupling vanishes fast enough at q = 0.

Neither the 1/q law nor the 1/σ law is physical at the smallest q. The golden rule needs w = ω, and J vanishes for |w| > W. Within one band of independent electrons the linewidth is therefore zero for 4t sin(q/2) < ω, that is for q < 0.0250 with the present parameters. The step from the golden rule to the double delta required ω ≪ W and fails there. In the first two rows of the last table X0 and both smeared values are finite, while the intraband width is zero. For such q the finite-frequency expression has to be evaluated directly, and searching for a plateau in σ has no object.

All numerical values are calculated from the stated model.
